# Fractional Occupations in a Two-Level G0W0 Calculation

## Problem

Two spin-degenerate levels $a$ and $b$ have real orbitals of opposite parity. They exchange electrons with a reservoir at temperature $T=1/\beta$ and chemical potential $\mu$. Hartree atomic units are used, with $k_B=1$. The energies $\xi_a<\xi_b$, measured from $\mu$, are finite-temperature Hartree–Fock energies, and the occupation per spin orbital is

$$f_n=\frac{1}{e^{\beta\xi_n}+1}.$$

The Coulomb integrals are $J_{nk}=(nn|kk)$ and $K=(ab|ab)$. Those with an odd number of $b$ orbitals vanish by parity.

1. Derive the independent-particle polarizability $\chi_0(i\nu)$ for fractional $f_n$. At which frequencies do the intra-level terms ($i=j$) contribute?
2. Find the screened interaction $W$ and the G0W0 self-energy.
3. Evaluate them for $\xi_a=-0.02$, $\xi_b=0.06$, $T=0.04$, $J_{aa}=0.06$, $J_{bb}=0.05$, $J_{ab}=0.04$, $K=0.02$ hartree (round model parameters; this $T$ is about 12 600 K), and find the poles of $G_a$.

## Hints

**Hint 1.** Start from the density correlation function in imaginary time. Do not divide by an energy difference before asking whether it is zero.

**Hint 2.** Parity separates fluctuations of the populations $N_a,N_b$ from fluctuations of the transition density $\varphi_a\varphi_b$. Solve for $W$ in each channel separately.

**Hint 3.** In the self-energy, $W(i\nu)$ is summed over $\nu$. Ask what a single term of that sum looks like as a function of the external frequency.

**Hint 4.** Look at the self-energy at $z=\xi_n$ before using it to correct $\xi_n$.

## Solution

### Polarizability

With $\delta n=n-\langle n\rangle$ and bosonic frequencies $\nu=2\pi kT$, define

$$\chi_0(\mathbf r,\mathbf r';i\nu)=-\int_0^\beta d\tau\,e^{i\nu\tau}\langle\delta n(\mathbf r,\tau)\,\delta n(\mathbf r',0)\rangle .$$

The density is $n(\mathbf r)=\sum_{ij\sigma}\varphi_i\varphi_j(\mathbf r)\,c^\dagger_{i\sigma}c_{j\sigma}$, and $c_i^\dagger c_j$ evolves with the factor $e^{(\xi_i-\xi_j)\tau}$. Wick's theorem pairs $c_i^\dagger c_j$ with $c_j^\dagger c_i$ of the same spin, with the value $f_i(1-f_j)$. The spin sum gives 2:

$$\chi_0=-2\sum_{ij}\varphi_i\varphi_j(\mathbf r)\,\varphi_i\varphi_j(\mathbf r')\,f_i(1-f_j)\int_0^\beta d\tau\,e^{(i\nu+\xi_i-\xi_j)\tau}.$$

*Unequal energies.* Since $e^{i\nu\beta}=1$, the integral is $(e^{\beta(\xi_i-\xi_j)}-1)/(i\nu+\xi_i-\xi_j)$. From $f_ie^{\beta\xi_i}=1-f_i$ and $(1-f_j)e^{-\beta\xi_j}=f_j$, the numerator becomes $f_j(1-f_i)-f_i(1-f_j)=f_j-f_i$. With the prefactor $-2$, the coefficient is

$$\frac{2(f_i-f_j)}{i\nu+\xi_i-\xi_j}.$$

*Equal energies, including $i=j$.* The integrand is $e^{i\nu\tau}$, whose integral is $\beta$ for $\nu=0$ and zero for every other bosonic frequency. The coefficient is

$$-2\beta f_i(1-f_i)\,\delta_{\nu,0}.$$

So the intra-level terms of the polarizability survive only at zero Matsubara frequency. Their value is the isothermal response $\partial\langle N_n\rangle/\partial\xi_n=2\,\partial f_n/\partial\xi_n$: the reservoir refills a shifted level. The reservoir enters only through the thermal average, which is the limit of vanishing level–reservoir coupling. A finite level width would give the intra-level terms weight at nonzero $\nu$ as well. The independent-particle Hamiltonian that generates the time evolution conserves each $N_n$, so the commutators $[N_n(t),N_k]$ vanish and the retarded response has no intra-level part.

For the pair $ab$, let $\Delta=\xi_b-\xi_a$ and $\delta f=f_a-f_b$. Both orderings multiply the same orbital product, so

$$P(i\nu)=2\left[\frac{\delta f}{i\nu-\Delta}-\frac{\delta f}{i\nu+\Delta}\right]=-\frac{4\Delta\,\delta f}{\nu^2+\Delta^2}.$$

### Screened interaction

Solve $W=v+v\chi_0W$. In the inter-level channel,

$$W_x=\frac{K}{1-KP}=K\,\frac{\nu^2+\Delta^2}{\nu^2+\Omega^2}=K-\frac{2\Omega R}{\nu^2+\Omega^2},$$

$$\Omega^2=\Delta^2+4K\Delta\,\delta f,\qquad R=\frac{2K^2\Delta\,\delta f}{\Omega}.$$

In the population channel $W=J$ for $\nu\neq0$. At $\nu=0$ the polarizability is $-\beta V$, where $V$ is diagonal with $V_n=2f_n(1-f_n)$. Then $(1+\beta JV)W=J$. Inverting the $2\times2$ matrix, with $d=J_{aa}J_{bb}-J_{ab}^2$,

$$W_{aa}(0)=\frac{(1+\beta J_{bb}V_b)J_{aa}-\beta J_{ab}^2V_b}{D}=\frac{J_{aa}+\beta V_b\,d}{D},$$

$$D=1+\beta(V_aJ_{aa}+V_bJ_{bb})+\beta^2V_aV_b\,d .$$

Exchanging $a$ and $b$ gives $W_{bb}(0)$.

### Self-energy

At fermionic $\omega$, with $G_m(i\omega)=1/(i\omega-\xi_m)$,

$$\Sigma_n(i\omega)=-T\sum_{\nu}\sum_mG_m(i\omega+i\nu)\,(nm|W(i\nu)|mn).$$

Elements between $a$ and $b$ vanish by parity. The sum has three parts.

*Bare interaction.* With the equal-time convergence factor, $T\sum G_m=f_m$, so $\Sigma^x_a=-f_aJ_{aa}-f_bK$. This is already in $\xi_a$ and is not added again. Its intra-level part $-f_aJ_{aa}$ is independent of frequency.

*Intra-level screening.* One term of the sum, $\nu=0$, is nonzero:

$$-T\,G_n(i\omega)\,[W_{nn}(0)-J_{nn}]=\frac{A_n}{i\omega-\xi_n},\qquad A_n=T\,[J_{nn}-W_{nn}(0)].$$

The restriction to zero frequency applies to the internal $\nu$. In the self-energy this term is present at every external frequency.

*Inter-level screening.* The two minus signs cancel, leaving $T\sum_\nu F(i\nu)$ with

$$F(z)=\frac{-2\Omega R}{(z^2-\Omega^2)(z+x)},\qquad x=i\omega-\xi_m,\quad m\neq n.$$

The function $n_B(z)=1/(e^{\beta z}-1)$ has residue $T$ at each $i\nu$. Because $F$ falls as $|z|^{-3}$, all residues of $n_BF$ add to zero, and the sum is minus the residues at the poles of $F$. Write $n_B=n_B(\Omega)$.

- At $z=\Omega$ the residue is $-Rn_B/(x+\Omega)$.
- At $z=-\Omega$, where $n_B(-\Omega)=-(1+n_B)$, it is $-R(1+n_B)/(x-\Omega)$.
- At $z=-x$, $e^{-i\beta\omega}=-1$ turns the Bose function into $-f_m$. The residue is $2\Omega Rf_m/(x^2-\Omega^2)=Rf_m[1/(x-\Omega)-1/(x+\Omega)]$.

Collecting terms, reversing the sign and continuing $i\omega\to z$,

$$\Sigma^c_n(z)=\frac{A_n}{z-\xi_n}+\frac{R(n_B+f_m)}{z-\xi_m+\Omega}+\frac{R(n_B+1-f_m)}{z-\xi_m-\Omega}.$$

### What the intra-level pole means

From $(1+\beta JV)W=J$,

$$T(J-W)=(1+\beta JV)^{-1}JVJ=J\,C\,J,\qquad C=(V^{-1}+\beta J)^{-1}.$$

The last step uses $(1+\beta JV)^{-1}J=J(1+\beta VJ)^{-1}$. The matrix $J$ is positive semidefinite, because $x^TJx$ is twice the Coulomb energy of the charge $x_a\varphi_a^2+x_b\varphi_b^2$ (here $J_{aa}>0$ and $d>0$). Hence $V^{-1}+\beta J$ is positive definite, and $C$ is the covariance of Gaussian population fluctuations $x$ with weight $\exp(-\tfrac12x^TV^{-1}x-\tfrac\beta2x^TJx)$. Hence $A_n$ is the variance of the static potential $(Jx)_n$ they produce at level $n$, and it is positive.

### Dyson equation

Since $\Sigma^c_n$ diverges at $z=\xi_n$, an on-shell correction $\xi_n+\Sigma^c_n(\xi_n)$ does not exist. The poles $E_s$ of $G_n=1/(z-\xi_n-\Sigma^c_n)$ must be found, with weights $w_s=1/[1-\partial_z\Sigma^c_n(E_s)]$. At large $z$, $\Sigma^c_n\approx S_n/z$ with $S_n=A_n+R(2n_B+1)$. Therefore

$$G_n=\frac1z+\frac{\xi_n}{z^2}+\frac{\xi_n^2+S_n}{z^3}+\dots$$

Comparison with $\sum_sw_s/(z-E_s)$ gives total weight 1, mean $\xi_n$ and variance $S_n$.

### Numbers

The occupations are $f_a=0.6225$ and $f_b=0.1824$, so $\delta f=0.4400$, $V_a=0.4700$ and $V_b=0.2983$. The polarizabilities in hartree$^{-1}$ are:

| $\nu$ (hartree) | $aa$ | $bb$ | $ab$ |
|---|---|---|---|
| 0 | −11.75 | −7.46 | −22.00 |
| 0.2513 | 0 | 0 | −2.02 |

For the intra-level channel $\beta=25$ and $d=0.0014$, so

$$D=1+25(0.0282+0.0149)+625(0.4700)(0.2983)(0.0014)=2.20,$$

$$W_{aa}(0)=\frac{0.06+25(0.2983)(0.0014)}{2.20}=0.0320\ \text{hartree}.$$

Thus $A_a=0.04(0.0600-0.0320)=1.12\times10^{-3}$ hartree$^2$. For the inter-level channel,

$$\Omega=\sqrt{0.0064+4(0.02)(0.08)(0.4400)}=0.0960\ \text{hartree},$$

with $R=2.93\times10^{-4}$ hartree$^2$ and $n_B=0.0998$. In hartree units,

$$\Sigma^c_a(z)=\frac{1.120\times10^{-3}}{z+0.020}+\frac{8.28\times10^{-5}}{z+0.036}+\frac{2.69\times10^{-4}}{z-0.156}.$$

At the first fermionic frequency, $z=i\pi T$, the intra-level part is $0.0014-0.0087i$ hartree and the inter-level part $-0.0009-0.0015i$ hartree.

| Poles of $G_a$ (hartree) | Weights |
|---|---|
| with $A_a$: −0.0562, −0.0347, 0.0134, 0.1576 | 0.4854, 0.0185, 0.4870, 0.0091 |
| without $A_a$: −0.0404, −0.0172, 0.1575 | 0.1865, 0.8050, 0.0085 |

As a check at $z=0.01336$, the three terms of $\Sigma^c_a$ are $0.0336+0.0017-0.0019=0.0334$ hartree, which equals $z-\xi_a$.

The intra-level term replaces one dominant pole by two of nearly equal weight, at −1.53 and 0.36 eV. With that term alone, $(z-\xi_a)^2=A_a$ would give $\xi_a\pm\sqrt{A_a}=-0.053$ and $0.013$ hartree, each with weight one half. Taken alone, the intra-level term thus represents a distribution of static potentials by two lines that carry its variance $A_a$. In the full $G_a$ the inter-level terms shift these two lines slightly and add two weak ones, and all four together carry the variance $S_a=1.47\times10^{-3}$ hartree$^2$. Their positions should not be read as the exact spectrum. The chemical potential is held fixed throughout, and the particle number is not readjusted.

The numerical check checks these formulas against Fock-space averages, explicit frequency sums and quadrature.

## Variation 1: cooling

*What happens to $A_a$ as $T\to0$?*

**Levels away from $\mu$.** Let $\xi_a$ and $\xi_b$ stay fixed and nonzero. Because $J$ is positive semidefinite, $V^{-1}+\beta J\ge V^{-1}$, so $C\le V$ as a matrix and $A_a\le J_{aa}^2V_a+J_{ab}^2V_b$. Each $V_n\le2e^{-\beta|\xi_n|}$, so $A_a$ vanishes exponentially.

**Level pinned at $\mu$.** Hold $f_a$ fractional, which requires $\xi_a=T\ln[(1-f_a)/f_a]$, and let $b$ be empty. With $V_b=0$, $W_{aa}(0)=J_{aa}/(1+\beta V_aJ_{aa})$ and

$$A_a=\frac{V_aJ_{aa}^2}{1+\beta V_aJ_{aa}}\;\longrightarrow\;TJ_{aa}.$$

The static polarizability diverges as $1/T$, yet the strength $A_a$ vanishes linearly in $T$, because in GW screening suppresses the Gaussian population fluctuations: $C_{aa}=(V_a^{-1}+\beta J_{aa})^{-1}\to T/J_{aa}$. The term $A_a/(z-\xi_a)$ vanishes in the same way at fixed $z\neq0$, but not at the lowest Matsubara frequencies. There $z$ and $\xi_a$ both scale with $T$, and at $z=i\pi T$ the term tends to the constant $J_{aa}/\{i\pi-\ln[(1-f_a)/f_a]\}$. The splitting $2\sqrt{A_a}$ that this term alone would give falls only as $\sqrt T$, more slowly than $T$ itself.

This closing is a property of GW, not of the level. For a single level treated exactly, a spin-up electron is added at the bare energy plus $J_{aa}n_{a\downarrow}$ with $n_{a\downarrow}=0$ or $1$. If the occupation per spin is held at $f_a$, there are two lines separated by $J_{aa}$, with weights $1-f_a$ and $f_a$ and variance $J_{aa}^2f_a(1-f_a)$, at every temperature. For $f_a=0.6225$ this is $8.5\times10^{-4}$ hartree$^2$. An integer occupation with a fractional mean cannot stop fluctuating, whereas the Gaussian variable of GW can.

## Variation 2: self-screening

*Keep the density–density interactions $J$ and drop $K$. Is the GW variance right at weak coupling?*

For small $J$, $C\to V$, and GW gives

$$A_a\to J_{aa}^2V_a+J_{ab}^2V_b.$$

In the exact model, a spin-up electron in $a$ has the addition energy of the bare level plus $J_{aa}n_{a\downarrow}+J_{ab}N_b$. To leading order the occupations fluctuate independently, with variances $f_a(1-f_a)=V_a/2$ for $n_{a\downarrow}$ and $V_b$ for $N_b$. The exact variance is therefore

$$\tfrac12J_{aa}^2V_a+J_{ab}^2V_b.$$

GW also counts the fluctuation of $n_{a\uparrow}$, the electron's own spin orbital. With the integrals above, the two leading-order expressions are $2.17\times10^{-3}$ and $1.32\times10^{-3}$ hartree$^2$, an excess of 64% relative to the exact one. They compare the two theories at leading order and are not accurate values for these parameters: the full GW result, $1.12\times10^{-3}$ hartree$^2$, is about half its own leading-order estimate, since $\beta JV$ is not small ($\beta V_aJ_{aa}\approx0.7$, $\beta V_bJ_{bb}\approx0.37$). The 64% is therefore not the error of GW at these parameters. With bare levels chosen so that the Hartree–Fock energies are $\xi_a$ and $\xi_b$, the Boltzmann sum over the 16 occupation states gives an exact variance of $1.10\times10^{-3}$ hartree$^2$, spread over several lines rather than two.

## Table of computed values

```
level energies xi_a, xi_b = -0.020, 0.060 hartree
temperature T = 0.040 hartree = 12631 K
J_aa, J_bb, J_ab = 0.060, 0.050, 0.040 hartree
K = 0.020 hartree
occupations per spin f_a, f_b = 0.62246, 0.18243
occupation difference = 0.44003; gap = 0.080 hartree
fluctuations V_a, V_b = 0.47001, 0.29829
first nonzero bosonic frequency = 0.25133 hartree
chi0 at zero frequency: aa -11.7502, bb -7.4573, ab -22.0017 1/hartree
chi0 at first nonzero frequency: aa 0.0000, bb 0.0000, ab -2.0241 1/hartree
equal-energy inter-level chi0 at zero frequency = -23.5004 1/hartree
static screened W_aa, W_bb = 0.032010, 0.030197 hartree
Omega = 0.096001 hartree
R = 2.9335e-04 hartree^2; Bose function nB = 0.09977
exchange self-energy of a = -0.040996 hartree
intra-level strength A_a = 1.1196e-03 hartree^2, root = 0.03346 hartree
  Sigma_c of a: pole -0.02000 hartree, strength 1.1196e-03 hartree^2
  Sigma_c of a: pole -0.03600 hartree, strength 8.2781e-05 hartree^2
  Sigma_c of a: pole 0.15600 hartree, strength 2.6910e-04 hartree^2
  at i pi T: intra 0.001383 -0.008689i hartree
  at i pi T: inter -0.000872 -0.001452i hartree
  G of a with intra: pole -0.05625 hartree (-1.531 eV), weight 0.4854
  G of a with intra: pole -0.03469 hartree (-0.944 eV), weight 0.0185
  G of a with intra: pole 0.01336 hartree (0.363 eV), weight 0.4870
  G of a with intra: pole 0.15758 hartree (4.288 eV), weight 0.0091
  G of a without intra: pole -0.04036 hartree (-1.098 eV), weight 0.1865
  G of a without intra: pole -0.01716 hartree (-0.467 eV), weight 0.8050
  G of a without intra: pole 0.15752 hartree (4.286 eV), weight 0.0085
  spectral variance of a = 1.4715e-03 hartree^2
exchange self-energy of b = -0.021570 hartree
intra-level strength A_b = 7.9212e-04 hartree^2, root = 0.02814 hartree
  Sigma_c of b: pole 0.06000 hartree, strength 7.9212e-04 hartree^2
  Sigma_c of b: pole -0.11600 hartree, strength 2.1187e-04 hartree^2
  Sigma_c of b: pole 0.07600 hartree, strength 1.4002e-04 hartree^2
  at i pi T: intra -0.002451 -0.005133i hartree
  at i pi T: inter 0.000347 -0.001726i hartree
  G of b with intra: pole -0.11723 hartree (-3.190 eV), weight 0.0071
  G of b with intra: pole 0.03101 hartree (0.844 eV), weight 0.4947
  G of b with intra: pole 0.07311 hartree (1.989 eV), weight 0.0447
  G of b with intra: pole 0.09311 hartree (2.534 eV), weight 0.4535
  G of b without intra: pole -0.11720 hartree (-3.189 eV), weight 0.0068
  G of b without intra: pole 0.05468 hartree (1.488 eV), weight 0.7604
  G of b without intra: pole 0.08253 hartree (2.246 eV), weight 0.2329
  spectral variance of b = 1.1440e-03 hartree^2
weak-coupling variance for a, GW = 2.1693e-03 hartree^2
weak-coupling variance for a, exact = 1.3233e-03 hartree^2
```
